# Square-Root Advance of an Atomic-Layer-Deposition Front in a Deep Hole

Consider a long cylindrical hole of diameter $d$ whose wall is fully coated down to depth $L$ and bare below it. Precursor gas passes over the coated part without sticking, and every molecule that reaches the bare wall is captured there. The number density of the gas is $n_0$ at the mouth and nearly zero at $L$. Between these points nothing is removed, so the steady flux is the same at every depth and the density falls linearly. With diffusivity $D$, the flux per cross-sectional area is $Dn_0/L$.

Let $K$ be the number of molecules that saturate unit area of wall. Advancing the coating by $dL$ takes $\pi dK\,dL$ molecules, and these arrive through the cross-section $\pi d^2/4$. Hence

$$
\frac{\pi d^2}{4}\frac{Dn_0}{L}=\pi dK\frac{dL}{dt},
\qquad
L\frac{dL}{dt}=\frac{dDn_0}{4K},
\qquad
L^2=\frac{dDn_0t}{2K}.
$$

The last step integrates from $L=0$ at constant $n_0$. The square root arises because each new ring of wall costs the same number of molecules, while the supply line to it grows longer. What remains is to find $D$, to let molecules stick with a finite probability, and to see how deep the front must be for the law to hold.

In the Knudsen regime molecules hit the wall far more often than each other. I assume diffuse re-emission: a molecule leaves in a direction independent of its arrival, with probability $\cos\vartheta/\pi$ per solid angle, where $\vartheta$ is measured from the wall normal. Let $\psi$ be the angle between the flight and the hole axis, and $\beta$ the angle between its projection on the cross-section and the normal. Then $\cos\vartheta=\sin\psi\cos\beta$ and $d\Omega=\sin\psi\,d\psi\,d\beta$. The projected flight is a chord of a circle, of length $d\cos\beta$. The flight length is therefore $\ell=d\cos\beta/\sin\psi$, and the axial hop is $z=d\cos\beta\cot\psi$. Their averages are

$$
\langle\ell\rangle=\frac d\pi
\int_{-\pi/2}^{\pi/2}\!\cos^2\!\beta\,d\beta
\int_0^\pi\!\sin\psi\,d\psi
=\frac d\pi\cdot\frac\pi2\cdot2=d,
$$

$$
\langle z^2\rangle=\frac{d^2}{\pi}
\int_{-\pi/2}^{\pi/2}\!\cos^3\!\beta\,d\beta
\int_0^\pi\!\cos^2\!\psi\,d\psi
=\frac{d^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{2d^2}{3}.
$$

Fast molecules strike and leave a wall more often, in proportion to their speed $c$. If $f(c)$ is the speed distribution in the gas and $v$ its mean speed, the mean of $1/c$ over departing molecules is $\int cf\,(1/c)\,dc/\int cf\,dc=1/v$. The mean flight time is thus $\tau=d/v$. Successive hops are independent and have zero mean, so their squares add, and over distances much greater than $d$

$$
D=\frac{\langle z^2\rangle}{2\tau}=\frac{dv}{3}.
$$

The flux striking a surface outside the hole is $J=n_0v/4$. With $n_0=p/kT$ and $v=\sqrt{8kT/\pi m}$, where $m$ is the molecular mass, this is $J=p/\sqrt{2\pi mkT}$. Define the dose $E=\int J\,dt$, the number of molecules offered per unit area. At fixed temperature it is proportional to the exposure $\int p\,dt$. Putting $D=dv/3$ and $n_0v=4J$ into the expression for $L^2$ gives

$$
L^2=\frac{d^2vn_0t}{6K}=\frac{2d^2}{3}\frac EK,
\qquad
L=d\sqrt{\frac{2E}{3K}} .
$$

Now let a molecule that strikes the wall stick with probability $s(1-\theta)$, where $\theta$ is the local coverage, and let it never leave. A slice of hole has wall area per volume $\pi d/(\pi d^2/4)=4/d$, and its wall receives the flux $nv/4$. The balances for gas and wall are

$$
\frac{\partial n}{\partial t}=D\frac{\partial^2n}{\partial z^2}
-\frac{sv}{d}n(1-\theta),
\qquad
K\frac{\partial\theta}{\partial t}=\frac{sv}{4}n(1-\theta).
$$

Diffusion with a local density requires that $n$ vary little over one hop, which will restrict $s$ to small values. The gas held in a length of hole, divided by the number of molecules its wall can take, is $nd/4K$. When this ratio is small, storage in the gas is negligible and $\partial n/\partial t$ may be dropped, provided that the pressure also changes slowly compared with the diffusion time. The loss term in the first balance is $(4K/d)\,\partial\theta/\partial t$ by the second, so

$$
D\frac{\partial^2n}{\partial z^2}=\frac{4K}{d}\frac{\partial\theta}{\partial t}.
$$

Both equations can be integrated over time, starting from a bare wall. Define $u(z,t)=(sv/4K)\int_0^tn\,dt'$. The wall equation reads $\partial_t\theta/(1-\theta)=\partial_tu$, hence $-\ln(1-\theta)=u$ and $\theta=1-e^{-u}$. The gas equation becomes $D(4K/sv)u''=(4K/d)\theta$, where a prime denotes $d/dz$. Dividing by $4K/d$,

$$
\lambda^2u''=1-e^{-u},
\qquad
\lambda^2=\frac{Dd}{sv}=\frac{d^2}{3s}.
$$

Time enters through the value of $u$ at the mouth, $u_0$. Within these assumptions the coating depends on the dose and not on how the pressure varied while it was delivered. For a deep front, growth as $\sqrt t$ requires constant pressure, whereas growth as $\sqrt E$ holds also for a train of pulses.

Let the hole be deep enough that $u$ and $u'$ vanish before the bottom is reached. Multiplying by $u'$ and integrating gives $\lambda^2u'^2/2=u+e^{-u}+C$. The deep end, where $u=u'=0$, fixes $C=-1$. Since $u$ decreases inward, the negative root applies:

$$
u'=-\frac1\lambda\sqrt{2(u-1+e^{-u})}.
$$

With a gradual front, a convenient measure of depth is $X=\int_0^\infty\theta\,dz$, the length of fully coated hole that would hold the same number of molecules. It follows from the gradient at the mouth:

$$
X=\lambda^2\int_0^\infty u''\,dz=-\lambda^2u'(0)
=\lambda\sqrt{2(u_0-1+e^{-u_0})}.
$$

If the mouth offers no resistance, the density there is $n_0$ and $u_0=(s/K)\int(n_0v/4)\,dt=sE/K$. For $u_0\gg1$ the square root tends to $\sqrt{2u_0}$, and

$$
X\simeq\frac{d}{\sqrt{3s}}\sqrt{\frac{2sE}{K}}
=d\sqrt{\frac{2E}{3K}} .
$$

The sticking probability cancels, and the first estimate is recovered. A molecule that fails to stick at one collision tries again nearby, so a small $s$ spreads the front over a longer stretch but hardly changes the number of molecules supplied from far away.

The opposite limit behaves differently. For $u_0\ll1$, the expansion $e^{-u_0}=1-u_0+u_0^2/2-\dots$ gives $X\simeq\lambda u_0=d\sqrt{s/3}\,E/K$, which is linear in dose. Mouth resistance, left out here, lowers the coefficient but keeps the growth linear. The wall is then almost bare everywhere, and a weak coating extends over a length of order $\lambda$ that does not grow. Here $X$ measures uptake and is not the position of a front. Between the limits the local exponent is

$$
\frac{d\ln X}{d\ln E}=\frac{u_0(1-e^{-u_0})}{2(u_0-1+e^{-u_0})}.
$$

It exceeds $1/2$ for every positive $u_0$, because that condition reduces to $1-e^{-u_0}>u_0e^{-u_0}$, or $e^{u_0}>1+u_0$. For large $u_0$ it approaches $1/2$ as $(1+1/u_0)/2$. The square-root law is thus the asymptote of a curve that starts out linear.

The equation for $u$ does not contain $z$ explicitly. Its decaying solutions therefore differ by a shift alone, and a single coverage profile slides into the hole as the dose increases. At half coverage $u=\ln2$ and $e^{-u}=1/2$, so

$$
\left.\frac{d\theta}{dz}\right|_{1/2}=e^{-u}u'
=-\frac{\sqrt{2(\ln2-\frac12)}}{2\lambda}
=-\frac{0.311}{\lambda}
=-\frac{0.538\sqrt s}{d}.
$$

The slope retains the sticking probability that the depth has lost. Numerical quadrature of $dz=du/u'$ places the half-coverage point $0.16\lambda$ nearer the mouth than $X$ once $u_0$ is large.

The mouth itself also resists the flow. Treat it as an orifice: the flux $J$ enters, and $n(0)v/4$ returns. Integrated over time, the returning dose is $Ku_0/s$ by the definition of $u$. The difference must equal the adsorbed amount per opening area, $\pi dXK/(\pi d^2/4)=4Ka$, where $a=X/d$. Thus

$$
E-\frac{Ku_0}{s}=4Ka,
\qquad
u_0=s\left(\frac EK-4a\right).
$$

The depth formula reads $a^2=(2/3s)(u_0-1+e^{-u_0})$. For large $u_0$ the exponential may be dropped; multiplying by $3/2$ and inserting $u_0$ gives

$$
\frac EK=\frac32a^2+4a+\frac1s .
$$

The first term is the square-root law. The second is the cost of the mouth, and the third is the delay due to imperfect sticking. The law therefore needs both $a\gg8/3$ and $a^2\gg2/(3s)$; the second condition says that $X$ is much greater than $\sqrt2\,\lambda$.

For an example, take round model parameters: $d=100$ nm, a hole 10000 nm deep, $T=500$ K, $p=0.1$ Torr, $m=100$ u, $K=4\ \mathrm{nm^{-2}}$ and $s=0.01$. The mean speed is 325 m/s, the outside flux is $1.571\times10^5\ \mathrm{nm^{-2}\,s^{-1}}$, and $\lambda=100/\sqrt{0.03}=577$ nm. The front is to reach 6000 nm, so $a=60$. The square-root law asks for $E/K=1.5\times60^2=5400$, which takes

$$
t=\frac{5400\times4}{1.571\times10^5}\ \mathrm s=0.1375\ \mathrm s .
$$

The exposure is 0.01375 Torr s, or 13750 langmuir. The mouth adds $4a=240$ and the sticking delay adds $1/s=100$. The total of 5740 corresponds to 0.0146 Torr s, or about 14600 langmuir, delivered in 0.146 s. The correction is 6.3% of the square-root value.

Both the diffusion equation and the orifice are approximations near the mouth and near the front. A ballistic calculation avoids them by following straight flights between rings of wall. It needs the fraction $F$ of molecules crossing one disc-shaped section of the hole, with a cosine distribution, that also cross another at distance $hd$. Draw the sphere of radius $R$ through both rims. Two of its surface elements whose normals make the angle $\vartheta$ with their connecting line are $2R\cos\vartheta$ apart, so the cosine law sends the fraction $\cos^2\vartheta\,dA/[\pi(2R\cos\vartheta)^2]=dA/4\pi R^2$ from one to the other, independent of position. Each disc cuts off a cap of height $H=R-hd/2$ and area $2\pi RH$, and every line from cap to cap crosses both discs. Dividing the exchange between the caps by the disc area, and using $2R=d\sqrt{1+h^2}$,

$$
F(h)=\frac{(2\pi RH)^2}{4\pi R^2\,(\pi d^2/4)}
=\left(\frac{2H}{d}\right)^2
=\left(\sqrt{1+h^2}-h\right)^2 .
$$

Differences of $F$ between ring edges give the fraction $g_i$, which multiplies the outside dose to give the direct dose on ring $i$, and the transfer fractions $F_{ij}$ between rings. If $B_i$ is the total dose striking ring $i$, then

$$
B_i=g_iE+\sum_jF_{ij}(B_j-K\theta_j),
\qquad
\theta_i=1-e^{-sB_i/K}.
$$

I solved these equations by Newton iteration for a hole $140d$ long with an open lower end, using rings of width $0.2d$ and $0.4d$, and extrapolated the depth to zero width. The diffusion values below include the mouth and keep the exponential in $u_0$. Depths are in nm.

| $E/K$ | square-root law | diffusion with mouth | ballistic |
|---:|---:|---:|---:|
| 337.5 | 1500 | 1146 | 1165 |
| 1350 | 3000 | 2756 | 2762 |
| 5400 | 6000 | 5812 | 5803 |
| 5740 | 6186 | 6000 | 5990 |

Relative to the ballistic depth, the square-root law is 29% too large at the smallest dose, 8.6% at the next and 3.4% at 5400. The corrected diffusion result differs by 1.6% at the smallest dose and by about 0.2% at the others. The difference changes sign within the table: to reproduce the ballistic depths, the coefficient of $a$ would have to rise from about 3.4 at $a\approx12$ to about 4.3 at $a\approx58$, so the constant 4 is an approximation that happens to fit well in this range. Between the first two doses the ballistic depth grows with an average exponent of 0.623, and between the second and third with 0.536. Even at an aspect ratio near 60 the exponent has not quite reached $1/2$.

Raising $s$ tenfold to 0.1 at $E/K=5400$, with all else fixed, moves the ballistic depth from 5803 to 5853 nm. The corrected formula accounts for this. The delay $1/s$ falls by 90, and since $d(E/K)/da=3a+4\approx178$, the front gains about $90/178=0.5$ diameters, or 50 nm. The slope at half coverage is far more sensitive: the diffusion formula gives $5.4\times10^{-4}\ \mathrm{nm^{-1}}$ for $s=0.01$ and makes it proportional to $\sqrt s$. That formula is less secure at $s=0.1$, where $\lambda$ is only $1.8d$.

The far tail shows a limit of the diffusion picture. At the level of the bottom, 10000 nm, but in the open tube $140d$ long, the ballistic coverage for $E/K=5400$ is about $2.5\times10^{-3}$ on the finer rings; this value is not extrapolated and is about 2% too high. The diffusion tail there is $4.7\times10^{-4}$, about two thirds of $e^{-(10000-5812)/577}\approx7\times10^{-4}$. A likely cause, which I have not isolated, is the rare long flight: the hop distribution falls as a power of distance and not exponentially. In either description the bottom hardly affects the front at this dose. The coverage next to a closed bottom is another matter: molecules that would have travelled deeper are turned back, and with a diffusely re-emitting bottom at 10000 nm the ballistic coverage beside it is already about $1.4\times10^{-2}$ at this dose, several times the open-tube value. Once the front comes within a few $\lambda$ of the bottom, the semi-infinite profile should not be used.

The other neglected effects can be sized for the same numbers. For an assumed molecular diameter $\sigma=0.6$ nm, the mean free path $kT/(\sqrt2\pi\sigma^2p)$ is about 3200 hole diameters, so collisions in the gas are negligible. The storage ratio $n_0d/4K$ is $1.2\times10^{-5}$, and the diffusion time $(6000\ \mathrm{nm})^2/2D$ is $1.7\times10^{-6}$ s, far below the pulse length. Molecular centres move in a channel of width $d-\sigma$, whose conductance varies as the cube of its width. With the number of wall sites held fixed, the depth changes by the factor $(1-\sigma/d)^{3/2}$, a loss of 0.9%.

Irreversibility depends on temperature. With an assumed attempt rate of $10^{13}\ \mathrm{s^{-1}}$ and a desorption barrier of 1.8 eV, the fraction lost in 0.146 s at 500 K is about $10^{-6}$. Lowering the barrier to 1.2 eV multiplies the rate by $e^{0.6/0.0431}\approx10^6$. Desorption would then compete with the pulse, and the present derivation would fail.

The hole dimensions are in the rough range of the memory holes of 3D-NAND devices, which are of order 100 nm wide and several micrometres deep. The temperature, pressure and sticking probability are illustrative and must be replaced by those of the actual process. The chosen $K$ is high for a bulky precursor. Intact discs 0.6 nm across pack to at most about $3.2\ \mathrm{nm^{-2}}$, so $4\ \mathrm{nm^{-2}}$ implies that molecules shed part of their bulk on adsorption. At fixed $s$ and depth, the required exposure is proportional to $K$. Real holes also break the assumption of constant diameter, because the film narrows them cycle by cycle. After 10 nm has grown on the wall, the open diameter is 80 nm, and the square-root law requires $(100/80)^2=1.56$ times the original exposure to reach the same depth. That exceeds the mouth and sticking corrections together, so an exposure set for the empty hole would fall short in later cycles. The pressure and exposure above are those at the mouth. A dense array can deplete the gas over the wafer: at an assumed hexagonal pitch of 150 nm, coating to 6000 nm takes about 390 molecules per $\mathrm{nm^2}$ of wafer, the precursor content of a gas column 20 cm high at 0.1 Torr, so reactor supply may set a longer pulse than 0.146 s. Taper, surface diffusion and readsorption of reaction products are left out and would need data for the particular process.
